# Pseudo-Hermitian Lanczos Recursion for the Casida Operator in a Positive Metric

## Two transitions on which the biorthogonal recursion stops

Atomic units are used throughout. In adiabatic linear-response TDDFT the polarizability along one direction at complex frequency $z$ is

$$\alpha(z)=D^\dagger(\bar H-zF)^{-1}D,\qquad \bar H=\begin{pmatrix}A&B\\B^*&A^*\end{pmatrix},\quad F=\begin{pmatrix}1&0\\0&-1\end{pmatrix},\quad D=\begin{pmatrix}d\\d^*\end{pmatrix},$$

with $A=A^\dagger$, $B=B^T$ and $d$ the vector of transition dipoles. Since $F^2=1$, $\bar H-zF=F(H-z)$ with $H=F\bar H$, so that

$$\alpha(z)=D^\dagger(H-z)^{-1}v,\qquad v=FD=(d,-d^*).$$

The eigenvalues of $H$ are the excitation energies $\pm\omega_n$. For real matrices put $K=A-B$ and $M=A+B$; block multiplication gives $H(x,-x)=(Kx,Kx)$ and $H(x,x)=(Mx,-Mx)$, while $H^T=\bar HF$ gives $H^T(x,-x)=(Mx,Mx)$.

Take two transitions, $A=\mathrm{diag}(1,2)$, $B=-t\sigma_x$, $d=(1,0)$, so that

$$K=\begin{pmatrix}1&t\\t&2\end{pmatrix},\quad M=\begin{pmatrix}1&-t\\-t&2\end{pmatrix},\quad MK=\begin{pmatrix}1-t^2&-t\\t&4-t^2\end{pmatrix}.$$

Both $K$ and $M$ have determinant $2-t^2$ and are positive definite for $t<\sqrt2$. Because $H^2(x,-x)=(MKx,-MKx)$, the $\omega_n^2$ are the eigenvalues of $MK$: $\omega_1^2+\omega_2^2=5-2t^2$ and $\omega_1\omega_2=2-t^2$. Then $(\omega_2-\omega_1)^2=1$ and $(\omega_2+\omega_1)^2=9-4t^2$, so $\omega_{1,2}=\tfrac12(\sqrt{9-4t^2}\mp1)$, which is $0.6180$ and $1.6180$ Ha at $t=1$ Ha.

$H$ is not symmetric, so the naive Krylov method is biorthogonal (BI) Lanczos. It builds right vectors $q_j$ and left vectors $p_j$ with $p_i^\dagger q_j=\delta_{ij}$:

$$r=Hq_j-a_jq_j-c_jq_{j-1},\quad s=H^\dagger p_j-a_j^*p_j-b_j^*p_{j-1},\quad b_{j+1}c_{j+1}=s^\dagger r,$$

with $a_j=p_j^\dagger Hq_j$, $q_{j+1}=r/b_{j+1}$, $p_{j+1}=s/c_{j+1}^*$. The tridiagonal $T$ carries $a_j$ on the diagonal, $b_j$ below and $c_j$ above. The left start suggested by the formula for $\alpha$ is $D$, but $D^\dagger v=d^\dagger d-d^Td^*=0$ cannot be normalized to 1. The substitute is $p_1=q_1=v/|v|$, with $\alpha$ recovered by projection, $\alpha_m^{\rm BI}=|v|\,\zeta^T(T-z)^{-1}e_1$, $\zeta_j=D^\dagger q_j$.

In the model $q_1=(d,-d)/\sqrt2$ and $Hq_1=(Kd,Kd)/\sqrt2$, so $a_1=0$, $r=(Kd,Kd)/\sqrt2$, $s=(Md,Md)/\sqrt2$, and

$$b_2c_2=(Md)\cdot(Kd)=(1,-t)\cdot(1,t)=1-t^2 .$$

At $t=1$ Ha this vanishes while $|r|=|s|=1.4142$ Ha: the recursion divides by zero although neither Krylov space is exhausted and the system is stable. This is a serious breakdown. At $t=1.2$ Ha, $b_2c_2=-0.44$ Ha$^2$; $a_2=0$ as well, because $Hq_2$ has the form $(y,-y)$ and $p_2$ the form $(x,x)$. The $2\times2$ matrix $T$ then has eigenvalues $\pm\sqrt{b_2c_2}=\pm0.6633\,i$ Ha, for a system whose frequencies are $0.4$ and $1.4$ Ha.

The cause is general. The recursion is governed by the numbers $v^TH^{2l}v=2d^T(MK)^ld=2\sum_n(d\cdot R_n)(L_n\cdot d)\,\omega_n^{2l}$, where $R_n$, $L_n$ are biorthonormal right and left eigenvectors of $MK$. When $M$ and $K$ do not commute, $MK$ is not symmetric, $L_n$ and $R_n$ differ in general, and nothing forces the weights to be positive. In the model they sum to $d^Td=1$ while $\sum_n(d\cdot R_n)(L_n\cdot d)\,\omega_n^2=(MK)_{11}=1-t^2$, which is zero at $t=1$ Ha, so one weight is negative there. Negative weights are possible, not necessary. There is a second fault, the cost: the recursion as written builds an $m\times m$ matrix $T$ with $m$ products with $H$ and $m-1$ with $H^\dagger$, in all $2m-1$. For real matrices and this start, $H^T(x,x)=(Kx,-Kx)$ completes the rules above: $p_j$ and $q_j$ share the form $(x,\mp x)$ while $Hq_j$ has the opposite one, so every $a_j$ vanishes and the last product, which yields only $a_m$, could be skipped, leaving $2m-2$. The counts quoted below keep it.

## A left start that makes the left vectors free

Both faults concern the left sequence, and its start is a free choice. Suppose a Hermitian $G$ obeys $GH=H^\dagger G$ (pseudo-Hermiticity), and $p_i=Gq_i$ for $i\le j$, with real $b_j=c_j$. Then $a_j=q_j^\dagger GHq_j$ is real, because $GH$ is Hermitian, and

$$s=H^\dagger Gq_j-a_jGq_j-b_jGq_{j-1}=G\,(Hq_j-a_jq_j-b_jq_{j-1})=Gr .$$

So $s^\dagger r=r^\dagger Gr$; if this is positive, $b_{j+1}=c_{j+1}=\sqrt{r^\dagger Gr}$ and $p_{j+1}=Gq_{j+1}$. By induction the products with $H^\dagger$ carry no new information.

Two candidates are at hand, using $H^\dagger=\bar HF$. For $G=F$: $FH=\bar H=H^\dagger F$. For $G=\bar H$: $\bar HH=\bar HF\bar H=H^\dagger\bar H$. The first costs nothing to apply, but it is indefinite, and its left start is $Fv=D$, the choice that failed at once. The second is positive definite under one assumption, made from here on: the ground state is stable. $\bar H$ is the Hessian of the energy with respect to orbital rotations, and in the real case it is positive definite when $K$ and $M$ are, since $(x,y)^T\bar H(x,y)=\tfrac12(x+y)^TM(x+y)+\tfrac12(x-y)^TK(x-y)$. Pseudo-Hermiticity thus replaces the product with $H^\dagger$ by a product with $G$; for $G=\bar H$ this becomes a saving because $H=F\bar H$ lets the same product serve as the next $Hq$, as shown below. The freedom from breakdown comes from positivity.

## The recursion

Define $\langle x,y\rangle=x^\dagger\bar Hy$. Then $\langle x,Hy\rangle=x^\dagger\bar HF\bar Hy=\langle Hx,y\rangle$: $H$ is self-adjoint in this product. With the Cholesky factor $\bar H=LL^\dagger$, $L^\dagger H(L^\dagger)^{-1}=L^\dagger FL$ is Hermitian, so the spectrum is real, and the map $q\to L^\dagger q$ turns the product into the ordinary one.

Let $q_1,\dots,q_j$ be orthonormal and span $\{v,Hv,\dots,H^{j-1}v\}$. Orthogonalize $Hq_j$ against them and call the remainder $\beta_{j+1}q_{j+1}$ with $\beta_{j+1}>0$. For $i<j-1$, $\langle q_i,Hq_j\rangle=\langle Hq_i,q_j\rangle=0$, because $Hq_i$ lies in the span of $q_1,\dots,q_{i+1}$. For $i=j-1$, $\langle Hq_{j-1},q_j\rangle=\beta_j$ by the previous step. Three terms remain. The metric seems to demand a second product per step, but the vector $\bar Hr$ needed for the norm is also, up to the signs in $F$, the next $Hq$. Starting from $r=v$, $q_0=0$:

$$s=\bar Hr,\quad \beta_j^2=r^\dagger s,\quad q_j=r/\beta_j,\quad w_j=s/\beta_j,\quad a_j=w_j^\dagger Fw_j,$$
$$r\leftarrow Fw_j-a_jq_j-\beta_jq_{j-1}.$$

Here $w_j=\bar Hq_j$, $Hq_j=Fw_j$ and $a_j=q_j^\dagger\bar HF\bar Hq_j$. This is the pseudo-Hermitian (PH) recursion: $m$ products for the real symmetric $T$ of order $m$, against $2m-1$. In matrix form, with $Q=(q_1,\dots,q_m)$,

$$HQ=QT+\beta_{m+1}q_{m+1}e_m^T,\qquad Q^\dagger\bar HQ=1 .$$

The divisor obeys $\beta_{j+1}^2=r^\dagger\bar Hr>0$ unless $r=0$. In that case $HQ=QT$, so $(H-z)^{-1}v=\beta_1Q(T-z)^{-1}e_1$ and the response is already solved. A serious breakdown is impossible in exact arithmetic. As an independent test, $a_j$ and $\beta_j$ for a random complex problem agree with a Householder tridiagonalization of $L^\dagger FL$.

## Why the diagonal vanishes

Let $C(x,y)=(y^*,x^*)$, an antilinear map. Then $C\bar H(x,y)=(Bx^*+Ay^*,\,A^*x^*+B^*y^*)=\bar HC(x,y)$, and $CF(x,y)=(-y^*,x^*)=-FC(x,y)$, hence $CH=-HC$. A vector with $Cq=\sigma q$, $\sigma=\pm1$, has the form $(x,\sigma x^*)$; $v$ has $\sigma=-1$. Suppose $q_j$ has sign $\sigma$ and $q_{j-1}$ sign $-\sigma$. Then $w_j=\bar Hq_j=(u,\sigma u^*)$ and $a_j=|u|^2-|u^*|^2=0$. With $\beta_j$ real, $Cr=-\sigma Hq_j+\sigma\beta_jq_{j-1}=-\sigma r$. So $Cq_j=(-1)^jq_j$ and every $a_j$ vanishes. This belongs to the start vector: in the complex test $\max|a_j|$ is $2\times10^{-15}$ for $v=FD$ and $2.346$ for a generic start.

With $S=\mathrm{diag}((-1)^j)$, $STS=-T$, so Ritz values come in pairs $\pm\theta$ with eigenvectors $s$ and $Ss$. Expanding along the last row, $\det T_m=-\beta_m^2\det T_{m-2}$ with $\det T_0=1$, $\det T_1=0$. For even $m$, $|\det T_m|=(\beta_2\beta_4\cdots\beta_m)^2>0$; for odd $m$, $T$ has a zero eigenvalue, which $H$ does not have. From here $m$ is even.

## The polarizability from $T$

The left vector $D$ must be expressed in the new metric. From $H^{-1}=\bar H^{-1}F$ follows $F=\bar HH^{-1}$, and $D^\dagger=v^\dagger F$, so

$$\alpha(z)=\langle v,H^{-1}(H-z)^{-1}v\rangle=\frac1z\Big[\langle v,(H-z)^{-1}v\rangle-\langle v,H^{-1}v\rangle\Big],$$

by $\frac1{x(x-z)}=\frac1z\big(\frac1{x-z}-\frac1x\big)$. The last term is $v^\dagger Fv=0$. Replacing $H$ by $T$ and $v$ by $\beta_1e_1$ defines the approximant

$$\alpha_m(z)=\frac{\beta_1^2}{z}\,g_1,\qquad g_j=\frac{1}{-z-\beta_{j+1}^2g_{j+1}},\quad g_m=-\frac1z,$$

where $g_j$ is the first diagonal element of the inverse of $T-z$ restricted to rows $j,\dots,m$; the recurrence is block elimination of the rows below $j$. Summing over the pairs, with $s_1$ the first component of the normalized eigenvector,

$$\alpha_m=\frac{\beta_1^2}{z}\sum_{\theta>0}s_1^2\Big[\frac1{\theta-z}-\frac1{\theta+z}\Big]=\sum_{\theta>0}\frac{f_\theta}{\theta^2-z^2},\qquad f_\theta=2\beta_1^2s_1^2\ge0 .$$

Completeness gives $\sum_{\theta>0}2s_1^2=1$, so $\sum f_\theta=\beta_1^2$ at every even $m$. For $z=\omega+i\eta$, $\mathrm{Im}\,(\theta^2-z^2)^{-1}=2\omega\eta/|\theta^2-z^2|^2$, so the absorption is positive for $\omega,\eta>0$. For odd $m$ the unpaired $\theta=0$ would add a spurious term $-\beta_1^2s_1^2/z^2$.

The projection form gives the same function. Multiply the matrix relation from the left by $D^\dagger=v^\dagger\bar HH^{-1}$, so that $D^\dagger HQ=v^\dagger\bar HQ$: $v^\dagger\bar HQ=\zeta^TT+\beta_{m+1}\zeta_{m+1}e_m^T$, where the left side is $\beta_1e_1^T$. For even $m$, $q_{m+1}=(y,-y^*)$ and $\zeta_{m+1}=d^\dagger y-d^Ty^*$ is imaginary. It is also real, because $q_{m+1}$ is a real polynomial in $H$ acting on $v$, and $D^\dagger H^kv=\langle v,H^{k-1}v\rangle$ is real. Hence $\zeta_{m+1}=0$, as for every odd index, and

$$\zeta^T=\beta_1e_1^TT^{-1},\qquad \beta_1\zeta^T(T-z)^{-1}e_1=\beta_1^2\,[T^{-1}(T-z)^{-1}]_{11}=\alpha_m .$$

The last equality uses the same partial fraction and $[T^{-1}]_{11}=0$, which follows from $ST^{-1}S=-T^{-1}$.

## Bounds that the metric provides

The static limit comes first. At $z=0$, $\alpha_m(0)=\beta_1\zeta^TT^{-1}e_1=\sum_{j\le m}\zeta_j^2$. The odd columns of $\zeta^TT=\beta_1e_1^T$ read $\beta_2\zeta_2=\beta_1$ and $\beta_j\zeta_{j-1}+\beta_{j+1}\zeta_{j+1}=0$, so

$$\zeta_2=\beta_1/\beta_2,\qquad \zeta_{j+1}=-(\beta_j/\beta_{j+1})\,\zeta_{j-1}\quad(j\ \text{odd}).$$

The $\zeta_j$ do not depend on $m$, so $\alpha_m(0)$ increases with $m$. Since $\zeta_j=\langle\bar H^{-1}D,q_j\rangle$, Bessel's inequality gives $\alpha_m(0)\le D^\dagger\bar H^{-1}D=\alpha(0)$.

For odd $i,j\le m-1$ the vectors $Hq_i$, $Hq_j$ lie in the span of $Q$, so $\langle q_i,H^2q_j\rangle=\langle Hq_i,Hq_j\rangle=(T^2)_{ij}$. Ordering odd indices first, $T=\begin{pmatrix}0&R\\R^T&0\end{pmatrix}$, whose eigenvalues are plus and minus the singular values of $R$; the odd block of $T^2$ is $RR^T$ with eigenvalues $\theta^2$. They are Rayleigh–Ritz values of the self-adjoint $H^2$, whose eigenvalues are $\omega_n^2$, so $\omega_{\min}\le\theta\le\omega_{\max}$: no pole falls in the gap around zero.

At large $z$, $\alpha=-\sum_k\mu_kz^{-k-1}$ with $\mu_k=D^\dagger H^kv=\langle v,H^{k-1}v\rangle$, and $\alpha_m$ has $\beta_1^2(T^{k-1})_{11}$ in place of $\mu_k$. Applying the matrix relation repeatedly, and noting that $e_m^TT^le_1$ is zero for $l<m-1$ and $\beta_2\cdots\beta_m$ for $l=m-1$,

$$H^lq_1=QT^le_1\ (l<m),\qquad H^mq_1=QT^me_1+\beta_2\cdots\beta_{m+1}\,q_{m+1}.$$

Splitting the power between bra and ket, $\langle H^iq_1,H^lq_1\rangle=(T^{i+l})_{11}$ whenever $i<m$, $l\le m$, because $q_{m+1}$ is orthogonal to $Q$. For $i=l=m$ the two extra terms meet. So $\mu_k$ is reproduced for $k\le2m$, and $\mu_{2m+1}$ is underestimated by $\prod_{j=1}^{m+1}\beta_j^2$. In the BI scheme with $p_1=q_1$ the power cannot be split, since $D$ is not the left start; the one-sided relation secures $k<m$, and for real matrices $k=m$ holds too, because even moments vanish on both sides by the alternation of signs; for complex matrices $a_1=v^\dagger Hv/|v|^2$ need not vanish: with real $b_j$, $c_j$ the rule $Cq_j=(-1)^jq_j$ still holds, but the $a_j$ are imaginary instead of zero, $q_{m+1}$ is no longer a real polynomial in $H$ acting on $v$, $\zeta_{m+1}$ can be nonzero, and only $k<m$ is secured. The moment count alone concerns the expansion at large $z$. For PH, positivity turns it into a static bound. With exact strengths $f_n$, $\mu_{2l+1}=\sum_nf_n\omega_n^{2l}$ is reproduced for $l\le m-1$. For any polynomial $p$ of degree $m/2$ with $p(0)=1$, $(1-p(x)^2)/x$ has degree $m-1$, so its sum over the $\theta^2$ with weights $f_\theta$ equals its sum over the $\omega_n^2$ with weights $f_n$, and $f_\theta\ge0$ gives $\alpha(0)-\alpha_m(0)\le\sum_nf_n\,p(\omega_n^2)^2/\omega_n^2$. The Chebyshev choice of $p$ gives $\alpha(0)-\alpha_m(0)\le4\rho^m\alpha(0)$ with $\rho=(\omega_{\max}-\omega_{\min})/(\omega_{\max}+\omega_{\min})$. A wide spectrum makes this weak: for the ion below $\rho=0.94$ and $4\rho^m>1$ for all $m\le20$.

For real matrices the alternation halves the vector length: $q_j=(x_j,\mp x_j)/\sqrt2$, with norm $x^TKx$ for odd $j$ and $x^TMx$ for even $j$. The recursion becomes $\beta_{j+1}x_{j+1}=G_jx_j-\beta_jx_{j-1}$ with $G_j=K,M,K,\dots$ and $\beta_1^2=2d^TKd$. The BI scheme has the same alternation but applies $K$ on one side and $M$ on the other in each step, so the ratio of product counts is unchanged.

## The model again, and where the scheme fails

Here $x_1=(1,0)$, $\beta_1^2=2$. Then $r=Kx_1=(1,t)$, $Mr=(1-t^2,t)$, $\beta_2^2=r\cdot Mr=1$. This gives $\alpha_2=2/(1-z^2)$, a real pole at 1 Ha, strictly between $\omega_1$ and $\omega_2$ for $0<t<\sqrt2$. This includes $t=1$ Ha, where the BI recursion stops, and $t=1.2$ Ha, where its two-step Ritz values are imaginary. Next $r=Mx_2-x_1=(-t^2,t)$, $Kr=(0,\,2t-t^3)$, $\beta_3^2=t^2(2-t^2)$. With $\Delta=2-t^2$, $Kx_3=(0,\sqrt\Delta)$ and $r=Kx_3-\beta_3x_2=\sqrt\Delta\,(-t,1-t^2)$, so $\beta_4^2=\Delta\,[t^2+2t^2(1-t^2)+2(1-t^2)^2]=\Delta^2$. For $T_4$, $\theta_1^2\theta_2^2=\beta_2^2\beta_4^2=\Delta^2$ and $\theta_1^2+\theta_2^2=\beta_2^2+\beta_3^2+\beta_4^2=5-2t^2$, the determinant and trace of $MK$. At $t=1.2$ Ha, $\Delta=0.56$, $\beta_3^2=1.44\times0.56=0.8064$ and $\beta_4^2=0.3136$ Ha$^2$.

The scheme can fail when $\bar H$ is not positive, and in this model it does. At $t=1.6$ Ha the lowest eigenvalue of $\bar H$ is $-0.1763$ Ha and $\beta_3^2=2.56\times(-0.56)=-1.4336$ Ha$^2$; the recursion must stop. The failure sets in at $t=\sqrt2$, whereas the frequencies turn complex at $t=3/2$, so a real spectrum does not suffice. A non-positive $\beta^2$ at $r\neq0$ proves that $\bar H$ is not positive definite. The converse does not hold: the recursion samples $\bar H$ on the Krylov space of $v$, and a negative direction of another spatial or spin symmetry stays unseen.

## The ion B$^+$

The closed-shell ion $1s^22s^2$ is treated with adiabatic PBE0 singlet response in the $s$ and $p$ shells of aug-cc-pVQZ (21 functions). A $z$ field couples the occupied $s$ orbitals to $p_z$ functions alone at first order, which leaves 10 transitions with $d_{ia}=\sqrt2\langle i|z|a\rangle$ and

$$K=\delta_{ij}\delta_{ab}(\epsilon_a-\epsilon_i)-c_x[(ij|ab)-(ib|ja)],\qquad M=K+4(ia|jb)+4(ia|f_{xc}|jb)-2c_x(ib|ja),$$

with $c_x=1/4$ and $f_{xc}$ the semilocal kernel for the total density. The lowest eigenvalues of $K$ and $M$ are $0.22600$ and $0.43298$ Ha, so the metric is positive in this block; the frequencies run from $0.31510$ to $10.187$ Ha.

Eight PH steps take 8 products; eight BI steps with left start $\bar Hv$ take 15 beyond the product that forms $\bar Hv$, return the same off-diagonal elements, and satisfy $p_j=\bar Hq_j$ to $3\times10^{-15}$. At $m=4$, PH reproduces $\mu_7$ to rounding and misses $\mu_9$ by $3.7\%$ of $\mu_9$, a gap tested to equal $\prod_{j=1}^5\beta_j^2$; BI with $p_1=q_1$ is already off by $5.5\%$ of $\mu_5$.

The static values follow from the $\beta_j$ by hand: $\zeta_2=1.85077/6.01308=0.30779$, $\alpha_2(0)=0.09474\,a_0^3$; $\zeta_4=-(7.00817/3.95463)\times0.30779=-0.54545$, $\alpha_4(0)=0.09474+0.29752=0.3923\,a_0^3$. The jump between $m=12$ and $14$ has the same origin: $\zeta_{12}^2=4.07842-3.86886=0.20956$, $(\beta_{13}/\beta_{14})^2=(5.83248/1.16125)^2=25.226$, and the product is $5.286\,a_0^3$. After 20 steps the space is exhausted: $\alpha(0)=10.778\,a_0^3=1.597$ Å$^3$, in agreement with direct inversion and with finite-field SCF. The lowest Ritz value, $0.31510$ Ha $=8.574$ eV, and its strength $f=0.9991$ agree with a Davidson solution, $f$ being the sum of the direction-averaged oscillator strengths of the three $2s\to2p$ components. These are values of the stated model, which omits double excitations, memory, relativity and the basis limit. With the $s$ and $p$ shells of aug-cc-pV5Z, or an uncontracted even-tempered $20s14p$ set, $\alpha(0)$ falls by $0.008$ to $10.770\,a_0^3$, $f$ falls to $0.998$ and the line moves by less than $0.001$ eV. Quantities that depend on the high transitions are far from converged: $\sum f$ rises from $3.43$ to $3.64$ and $4.00$, the share of the $2s\to2p$ line in it drops from $29\%$ to $27\%$ and $25\%$, and $\beta_2$ rises from $6.0$ to $6.9$ and $18$ Ha.

The convergence is not what the moment count might suggest. Static values in $a_0^3$, both runs fully reorthogonalized, BI with $p_1=q_1$:

| $m$ | PH ($m$ products) | BI ($2m-1$ products) |
|---|---|---|
| 4 | 0.392 | 3.268 |
| 8 | 2.058 | 7.507 |
| 12 | 4.078 | 9.079 |
| 14 | 9.365 | 10.821 |
| 16 | 9.474 | 10.825 |
| 20 | 10.778 | 10.778 |

Step for step, BI is closer here: at $m=14$ PH is $13\%$ below the converged value and BI $0.4\%$ above it, an overshoot that PH cannot have. At nearly equal cost BI still leads early, $3.268$ with 7 products against $2.058$ with 8, and PH leads later, $9.474$ with 16 against $7.507$ with 15, finishing with 20 where BI needs 39. The Ritz values show where the early PH values fall short. The first Ritz value obeys $\beta_2^2=\langle q_1,H^2q_1\rangle=\sum_nf_n\omega_n^2/\sum_nf_n$, and it lies at $6.013$ Ha. The $2s\to2p$ line carries $0.9991/3.4254=29\%$ of $\sum f$ but $0.9991/0.31510^2=10.06\,a_0^3$, or $93\%$, of $\alpha(0)$; a Ritz value approaches it late, $0.622$ Ha at $m=12$ and $0.355$ Ha at $m=14$. That BI does better because its governing numbers $d^T(MK)^ld$ lack the factor $K$ present in $d^TK(MK)^ld$, and so weight high transitions less, is a conjecture. The $1s$ transitions are not the whole cause: with them removed from $K$, $M$ and $d$, BI still leads step for step, with $78\%$ of $\alpha(0)$ against $34\%$ at $m=4$.

## A dense spectrum and rounding

Whether the saving per step survives to convergence has to be measured. Take $n=300$ levels $\epsilon_i$ evenly spaced from $0.3$ to $2.0$ Ha, $B_{ij}=\kappa/n$, $A_{ij}=\epsilon_i\delta_{ij}+\kappa/n$, $\kappa=0.3$ Ha, $d_i=1/(\epsilon_i\sqrt n)$, $\eta=0.1$ Ha, and ask for an error below $10^{-4}$ of the largest $|\alpha|$ on a grid of 13 frequencies from $0.1$ to $2.5$ Ha. On this coarse grid both schemes first reach it at 78 steps, with 78 and 155 products, a ratio of $1.99$. In this model the BI run shows no fault other than its cost: no negative $b_jc_j$ in 77 steps, real Ritz values, and $\mathrm{Im}\,\alpha$ positive at every grid point, with smallest value $0.0403\,a_0^3$. Breakdown is a possibility of that scheme, not a certainty, and the doubled moment count brings no reduction of steps here.

In finite precision the $q_j$ lose orthogonality, the recursion being Hermitian Lanczos on $L^\dagger FL$ written in other coordinates. If $q_j$ and $w_j$ are stored, the projection $r\leftarrow r-\sum_jq_j\langle q_j,r\rangle=r-Q(W^\dagger r)$ restores it with no further product, since $W=\bar HQ$ is already known. In the dense model it was not used for PH: the plain three-term recursion, evaluated by the continued fraction, differed from direct inversion by $4\times10^{-11}$ of the largest $|\alpha|$ at 200 steps, while the BI run of the step count above was rebiorthogonalized. The full list of $\beta_j$ and of $\alpha_m(0)$ is in the numerical output below.

## Values computed for the example and the checks

```
complex test: max|a| generic start 2.346, start FD 1.8e-15
model t=0.5 Ha: omega = 0.9142, 1.9142 Ha; PH beta2..4^2 = 1.0000 0.4375 3.0625 Ha^2
  BI beta*gamma = 0.7500 Ha^2, max|Im Ritz| = 0.0000 Ha
model t=1.0 Ha: omega = 0.6180, 1.6180 Ha; PH beta2..4^2 = 1.0000 1.0000 1.0000 Ha^2
  BI serious breakdown: s.r = 0 with |r| = 1.4142, |s| = 1.4142 Ha
model t=1.2 Ha: omega = 0.4000, 1.4000 Ha; PH beta2..4^2 = 1.0000 0.8064 0.3136 Ha^2
  BI beta*gamma = -0.4400 Ha^2, max|Im Ritz| = 0.6633 Ha
model t=1.6 Ha (unstable): beta3^2 = -1.4336 Ha^2, min eig Hb = -0.1763 Ha
B+: E = -24.301425 Ha, AOs 21, transitions 10, 2s-2p orbital gap 0.32418 Ha
min eig K = 0.22600 Ha, min eig M = 0.43298 Ha
omega range 0.31510 .. 10.18708 Ha; D.v = -1.1e-16
beta1^2 = sum f = 3.42535
beta1..5 (a.u.): 1.85077 6.01308 7.00817 3.95463 6.19529
beta6..10 (a.u.): 3.90263 3.83092 3.46643 5.31375 3.77836
beta11..15 (a.u.): 1.40905 4.14237 5.83248 1.16125 0.98844
beta16..20 (a.u.): 6.86408 2.24252 0.66120 0.11748 0.64069
8 steps: PH 8 products, BI 15 products, max|p - Hb q| = 3.2e-15
m=4 relative moment errors: PH k=7 3.3e-16, k=9 3.720e-02; BI k=3 4.4e-16, k=5 -5.537e-02
m, alpha(0) PH (a0^3), alpha(0) BI (a0^3), lowest PH Ritz value (Ha)
  2  0.094735  1.052123  6.013081
  4  0.392250  3.267968  2.440297
  6  1.142002  5.530459  1.297202
  8  2.057713  7.506723  0.921836
 10  3.868860  8.599582  0.641011
 12  4.078420  9.078927  0.621838
 14  9.364845  10.820590  0.354741
 16  9.474468  10.825149  0.352049
 18  10.735459  10.792106  0.316788
 20  10.777858  10.777858  0.315098
alpha(0): direct 10.77786 a0^3 = 1.5971 A^3, finite field 10.77786 a0^3
alpha(0.25+0.02i Ha) = 25.84555 + 6.75181i a0^3
2s->2p: Lanczos 0.315098 Ha = 8.5742 eV, Davidson 0.315098 Ha
line strength f: Lanczos 0.99912, Davidson 0.99912
model: n=300, eps 0.3..2.0 Ha, kappa=0.3 Ha, eta=0.1 Ha, d=1/(eps sqrt n), tol=0.0001
PH: 78 steps, 78 products; BI: 78 steps, 155 products (tol reached: True)
product ratio BI/PH = 1.99; PH error at 200 steps = 3.9e-11
BI: negative beta*gamma in 0 of 77 steps, max|Im Ritz| = 0.0000 Ha
BI: smallest Im alpha over all even m = 0.0403 a0^3
```
